# Why electronic drag on thermal atoms needs random forces or a cutoff

**Question.** In a simulation of a collision cascade, fast atoms lose energy to the electrons, and this loss can be written as a drag force opposite to the velocity. Why can the same force not simply act on every atom for the whole run, including the atoms that only vibrate thermally? What would it do to a harmonic crystal, and what do random forces or a velocity cutoff change?

**Answer.** A drag force takes energy from any moving atom, and thermal vibration is motion. The force cannot tell a recoil from a vibrating atom, and it contains nothing that gives energy back.

## The energy balance

Let $u$ be the column of all $3N$ atomic displacements in a crystal of $N$ equal atoms of mass $m$, $v=\dot u$ the velocities, and $K$ the symmetric matrix of force constants. The atoms are classical, and the drag is linear in velocity with rate $\gamma>0$:

$$m\ddot u=-Ku-m\gamma\dot u .$$

The energy is $E=\tfrac12 m\,v^Tv+\tfrac12u^TKu$. Since $K$ is symmetric,

$$\frac{dE}{dt}=v^T(m\ddot u+Ku)=-m\gamma\,v^Tv=-2\gamma E_{\rm kin}.$$

The right side is never positive. The loss can stay at zero only if all atoms stay at rest. Then $\ddot u=0$, and the equation of motion gives $Ku=0$: no elastic force is left. Thermal motion is not a resting state of these equations.

In a weakly damped harmonic crystal the kinetic energy is, averaged over a vibration, half of the total. The balance then reads $dE/dt\approx-\gamma E$, so we expect $E\propto e^{-\gamma t}$. The normal modes make this precise.

## Cooling of each mode

The drag is the same for all atoms, so it does not mix the eigenvectors of $K$. A mode with $K e=m\omega^2e$ has an amplitude $q$ that obeys

$$\ddot q+\gamma\dot q+\omega^2q=0 .$$

Define $\Omega^2=\omega^2-\gamma^2/4$, $c=\cos\Omega t$ and $s=\sin(\Omega t)/\Omega$. With initial values $q_0$ and $v_0$ the solution is

$$q=e^{-\gamma t/2}\left[q_0\left(c+\tfrac{\gamma}{2}s\right)+v_0s\right].$$

To differentiate it we use $\dot s=c$ and $\dot c=-\Omega^2s$. The terms $\pm\tfrac{\gamma}{2}q_0c$ cancel, and $\Omega^2+\gamma^2/4=\omega^2$, which leaves

$$\dot q=e^{-\gamma t/2}\left[v_0\left(c-\tfrac{\gamma}{2}s\right)-\omega^2q_0s\right].$$

Let the crystal start in equilibrium at temperature $T_0$. Then $\langle v_0^2\rangle=kT_0/m$, $\langle q_0^2\rangle=kT_0/(m\omega^2)$ and $\langle q_0v_0\rangle=0$. Squaring and averaging gives

$$\frac{m\langle\dot q^2\rangle}{kT_0}=e^{-\gamma t}\left[\left(c-\tfrac{\gamma}{2}s\right)^2+\omega^2s^2\right]
=e^{-\gamma t}\left[1-\gamma sc+\tfrac{\gamma^2}{2}s^2\right].$$

The last step uses $\omega^2=\Omega^2+\gamma^2/4$ and $c^2+\Omega^2s^2=1$. The potential part follows in the same way:

$$\frac{m\omega^2\langle q^2\rangle}{kT_0}=e^{-\gamma t}\left[\left(c+\tfrac{\gamma}{2}s\right)^2+\omega^2s^2\right]
=e^{-\gamma t}\left[1+\gamma sc+\tfrac{\gamma^2}{2}s^2\right].$$

Half the sum of the two is the mode energy divided by its initial mean $kT_0$:

$$\frac{\langle E\rangle}{kT_0}=e^{-\gamma t}\left[1+\tfrac{\gamma^2}{2}s^2\right].$$

For $\omega>\gamma/2$ the function $s$ is bounded by $1/\Omega$, so the energy goes to zero as $e^{-\gamma t}$, up to a bounded factor. For $\omega<\gamma/2$ we have $\Omega=i\kappa$ with $\kappa<\gamma/2$. The amplitude then contains $e^{-(\gamma/2-\kappa)t}$, which also vanishes, but more slowly. At $\omega=\gamma/2$, $s=t$, and the exponential still wins. Uniform motion of the whole crystal has $\omega=0$; its velocity falls as $e^{-\gamma t}$. Every motion of a finite crystal therefore dies out.

From here on, $T$ is the kinetic temperature without the centre-of-mass motion. If all vibrations have $\omega\gg\gamma$, then

$$T(t)\approx T_0e^{-\gamma t}.$$

## The slow tail of a very large crystal

An infinite crystal has waves of arbitrarily low frequency, and these are overdamped. For $\omega\ll\gamma$ the slow decay rate is $\gamma/2-\kappa\approx\omega^2/\gamma$. After the fast part has died, $q\approx q_0e^{-\omega^2t/\gamma}$ and $\dot q\approx-(\omega^2/\gamma)q$, so that

$$\frac{m\langle\dot q^2\rangle}{kT_0}\approx\frac{\omega^2}{\gamma^2}e^{-2\omega^2t/\gamma}.$$

The part that stems from $v_0$ is smaller by a factor $\omega^2/\gamma^2$ and is dropped. Let the fraction of modes per unit frequency be $3\omega^2/\omega_D^3$ at low frequency, which defines $\omega_D$. For $\gamma t\gg1$ the integral can be extended to infinity, and $\int_0^\infty\omega^4e^{-\alpha\omega^2}d\omega=\tfrac{3\sqrt\pi}{8}\alpha^{-5/2}$ with $\alpha=2t/\gamma$ gives

$$\frac{T}{T_0}\to\frac{9\sqrt\pi}{8\,\gamma^2\omega_D^3}\left(\frac{\gamma}{2t}\right)^{5/2}.$$

The infinite crystal also cools to zero, but at late times by a power law.

## What the drag leaves out

Electrons at temperature $T_e$ absorb vibrational quanta, and they also emit them. Take one mode with $n$ quanta, weakly coupled to electrons in equilibrium. The matrix elements make the loss rate proportional to $n$ and the gain rate proportional to $n+1$. Detailed balance requires the electronic factors for gain and loss to have the ratio $e^{-\hbar\omega/kT_e}=n_B/(n_B+1)$, where $n_B=1/(e^{\hbar\omega/kT_e}-1)$. The rates are therefore $\gamma(n_B+1)n$ down and $\gamma n_B(n+1)$ up, and

$$\frac{d\langle n\rangle}{dt}=-\gamma(n_B+1)\langle n\rangle+\gamma n_B(\langle n\rangle+1)=-\gamma(\langle n\rangle-n_B).$$

Drag alone is the case $n_B=0$, which means electrons at zero temperature. Each mode then loses its quanta as $e^{-\gamma t}$, just as a weakly damped classical mode loses its energy. Cooling towards zero temperature is the correct response to such electrons. The fault lies in using it when the electrons are warm.

## Random forces

In the classical equations the missing emission appears as a random force $\xi$ added to each Cartesian component, with zero mean, no correlation between components, and $\langle\xi(t)\xi(t')\rangle=D\,\delta(t-t')$. In a short time $dt$ it delivers an impulse $J$ with $\langle J^2\rangle=D\,dt$, independent of the velocity before the kick. The mean kinetic energy gained per component is

$$\frac{\langle(mv+J)^2-(mv)^2\rangle}{2m}=\frac{D\,dt}{2m}.$$

For $3N$ components the balance becomes

$$\frac{d\langle E\rangle}{dt}=-2\gamma\langle E_{\rm kin}\rangle+\frac{3ND}{2m}.$$

In a stationary state at $T_e$ we need $\langle E_{\rm kin}\rangle=\tfrac32NkT_e$, which fixes the strength:

$$D=2m\gamma kT_e .$$

The same balance holds for each mode. Uncorrelated forces of equal strength on all components, projected on a normalised eigenvector of $K$, again have strength $D$, so that $m\langle\dot q^2\rangle=D/(2\gamma)\cdot\tfrac1m=kT_e$ in the stationary state. The potential energy follows suit. For a stationary mode, $\tfrac{d}{dt}\langle q^2\rangle=0$ gives $\langle q\dot q\rangle=0$, and $\tfrac{d}{dt}\langle q\dot q\rangle=0$ gives $\langle\dot q^2\rangle=\omega^2\langle q^2\rangle$. Each quadratic term then holds $kT_e/2$.

The deviation of the mean squares from their stationary values obeys the equations without noise. The earlier cooling law therefore applies to the difference of temperatures, and for underdamped modes

$$T(t)\approx T_e+(T_0-T_e)e^{-\gamma t}.$$

## Why fast atoms can do without the noise

For a single free atom the same balance has three components and no elastic energy:

$$\frac{d\langle E_{\rm kin}\rangle}{dt}=-2\gamma\langle E_{\rm kin}\rangle+\frac{3D}{2m}=-2\gamma\left(\langle E_{\rm kin}\rangle-\tfrac32kT_e\right).$$

The heating by noise, relative to the loss by drag, is $3kT_e/(2E_{\rm kin})$. For a recoil of 1 keV and $T_e=300$ K this is $3.9\times10^{-5}$. For an atom with the mean thermal energy at $T_e$ it is one. Drag without noise is thus a good description of a fast atom and a wrong one of a thermal atom, which is why a cutoff between the two can work.

## The velocity cutoff

Let the drag act only on atoms with kinetic energy above $E_c$. In equilibrium at $T$ the kinetic energy $\varepsilon$ of an atom is distributed as $\varepsilon^{1/2}e^{-\varepsilon/kT}$. The share of all kinetic energy carried by atoms above the cutoff is, with $y=\varepsilon/kT$ and $x=E_c/kT$,

$$f=\frac{\int_x^\infty y^{3/2}e^{-y}dy}{\int_0^\infty y^{3/2}e^{-y}dy}=\frac{\Gamma(5/2,x)}{\Gamma(5/2)} .$$

Because $E=2E_{\rm kin}$ in an equilibrium harmonic crystal, the initial loss is $dE/dt=-2\gamma fE_{\rm kin}=-\gamma fE$. For large $x$, $f\approx x^{3/2}e^{-x}/\Gamma(5/2)$, so a cutoff far above $kT$ suppresses the false cooling exponentially.

A cutoff is not a thermostat. A crystal that starts at rest stays at rest, whatever $T_e$ is, whereas random forces would warm it.

## Numbers for nickel

Take fcc nickel with $T_0=T_e=300$ K, a lattice constant of 0.352 nm and a nearest-neighbour spring of 38 N/m; the last two are rough typical values. The atom density is $n_a=91.7$ nm$^{-3}$. The drag comes from the Lindhard–Scharff stopping cross-section. For an atom of atomic number $Z$ moving among its own kind it is

$$S=\frac{8\pi e^2a_0}{4\pi\varepsilon_0}\,\frac{Z^{1/6}Z^2}{(2Z^{2/3})^{3/2}}\,\frac{v}{v_B},$$

with $a_0$ the Bohr radius and $v_B$ the Bohr speed. For $Z=28$ the prefactor of $v/v_B$ is 33.04 eV nm². The force is $n_aS$, so the drag coefficient is

$$m\gamma=\frac{91.7\times33.04}{2187.7}=1.385\ \text{eV ps/nm}^2 .$$

The atomic mass is 0.6083 eV ps²/nm², hence $\gamma=1.385/0.6083=2.28$ ps$^{-1}$ and $1/\gamma=0.44$ ps.

In a periodic crystal of 32 atoms the vibrations lie between 27.9 and 55.9 ps$^{-1}$, far above $\gamma/2$. Propagating the mean squares of all displacements and velocities under drag alone gives:

| Time (ps) | $T$ (K) | $T_0e^{-\gamma t}$ (K) |
|---|---|---|
| 0.5 | 95.5 | 96.1 |
| 1 | 31.2 | 30.8 |
| 2 | 3.20 | 3.16 |
| 4 | 0.0331 | 0.0332 |
| 10 | $4.0\times10^{-8}$ | $3.9\times10^{-8}$ |

The small differences come mainly from the oscillating term $\gamma sc$. Its size is at most $\gamma/(2\Omega)$, or about 4% for the slowest mode.

Molecular dynamics of 200 copies of this crystal shows the remedies after 4 ps. With random forces and a start at 0 K the temperature is 297 K. With drag only above 1 eV and a start at 300 K it is 303 K. The $93\times200$ velocity components sampled give a relative standard deviation of $\sqrt{2/18600}\approx1\%$, or 3 K, so both values agree with 300 K. With the cutoff at 0.05 eV, about twice $kT$, the crystal has cooled to 121 K. This last value depends on the cell size: cells of 108 to 500 atoms end near 100 K, some 20 K lower.

The formula for $f$ shows what a cutoff must be compared with:

| $E_c$ (eV) | $T$ (K) | $f$ | $1/(\gamma f)$ (ps) |
|---|---|---|---|
| 0.05 | 300 | 0.57 | 0.77 |
| 1 | 300 | $3.0\times10^{-15}$ | $1.5\times10^{14}$ |
| 1 | 3000 | 0.17 | 2.6 |
| 10 | 3000 | $3.0\times10^{-15}$ | $1.5\times10^{14}$ |

A cutoff of 1 eV is safe in the crystal at 300 K, but in a cascade core at 3000 K it removes a good part of the heat within picoseconds, until too few atoms are left above the cutoff. A cutoff of 10 eV leaves the core untouched, and so also removes the real heat exchange between a hot core and cooler electrons. Random forces keep that exchange, with a rate proportional to $T-T_e$.

The times in the table are initial ones. As $T$ falls, $f$ falls too, so cooling slows. At its initial rate the run with the 0.05 eV cutoff would be at about 2 K after 4 ps, not at 121 K. Letting $f$ follow the falling temperature, $dT/dt=-\gamma f(T)\,T$, gives 93 K after 4 ps, close to the 100 K of the larger cells. The formula for $f$ assumes equilibrium, which a drag on the faster atoms alone disturbs, so beyond the initial rate it is an estimate, and the small cell of 32 atoms departs from it most.

## When drag alone is tolerable

The objection to drag alone has its limits. For $\gamma t\ll1$ the relative loss is about $\gamma t$, so a run much shorter than 0.44 ps suffers little. Heat may also be returned by some other means, but a thermostat at the border of the cell does this poorly if the cell is much wider than the distance its waves travel before the drag absorbs them. A wave driven from the border at frequency $\omega$ has a complex wave number $p+i\mu$. If $\omega_0(p)$ is the undamped dispersion, the equation of motion demands $\omega_0^2(p+i\mu)=\omega^2+i\omega\gamma$. For $\omega\gg\gamma$ we expand the left side to first order in $\mu$:

$$\omega^2+2i\omega v_g\mu=\omega^2+i\omega\gamma\quad\Rightarrow\quad\mu=\frac{\gamma}{2v_g},$$

where $v_g$ is the group velocity. The energy decays as $e^{-2\mu x}$, over a length $v_g/\gamma$. At the fastest sound speed of the model, 5.68 nm/ps, this is 2.5 nm. For slower waves it is shorter. The length grows as $1/\gamma$, so a border thermostat can keep the cell near its own temperature only if the drag is weak enough to make this length much larger than the cell for most waves. Waves with $\omega$ below about $\gamma$ reach farther than this estimate, but they are few: the overdamped ones make up $7\times10^{-6}$ of all modes.

These overdamped waves begin, on the slowest sound branch, at a wavelength of 13.6 nm, so large cells contain some. In an infinite crystal they leave a kinetic temperature of about $5\times10^{-7}$ K at 20 ps, far above the simple exponential but still no thermal motion worth the name.

## The model beside real nickel

The largest doubt concerns the drag itself. The Lindhard–Scharff formula is meant for ions much faster than thermal atoms, though slower than about $Z^{2/3}v_B$, and its use at thermal speeds is an extrapolation. There the exchange is better described by an electron–phonon coupling $G$, defined by $3n_ak\,dT/dt=-G(T-T_e)$, so that $\gamma=G/(3n_ak)$. A rough $G=5\times10^{17}$ W/(m³ K) gives 0.13 ps$^{-1}$ and a cooling time of 7.6 ps, some 17 times longer than before. Drag alone would still remove about 93% of the thermal vibrational energy in 20 ps. For classical atoms this means cooling from 300 K to about 22 K. A quantum crystal would end warmer, because its heat capacity falls on cooling and the remaining heat then corresponds to a higher temperature. The weaker coupling delays the fault without curing it.

The model also gives every mode the same rate $\gamma$, because the drag acts on each atom's velocity relative to a fixed frame. In a real metal the electronic damping of a sound wave falls towards zero as the wavelength grows, and $G$ fixes only an average rate over the modes. The overdamped long waves and the power-law tail are therefore properties of a simulation with uniform drag, not of real nickel.

The lattice is also not classical. At 300 K its quantum vibrational energy, zero-point part included, is 8% above the classical value. The zero-point energy per mode corresponds to 145 K, so the temperatures in the first table are properties of the classical equations and not those of real nickel. Anharmonicity is modest at 300 K, where the rms displacement is about 5% of the bond length, but a core at 3000 K is not a harmonic crystal. The balance $dE/dt=-2\gamma E_{\rm kin}$ and the share $f$ do not need harmonic forces. The decay rate $\gamma$ of the total energy and the times $1/(\gamma f)$ do, because they take the kinetic energy to be half of the total.

Finally, the drained heat has to go somewhere. Suppose it all stayed in the electrons of the same volume, with a heat capacity $C_eT_e$ and a rough $C_e=1000$ J/(m³ K²). Then $\tfrac12C_e(T_{\rm end}^2-T_0^2)=3n_akT_0$ gives $T_{\rm end}\approx1500$ K. In real nickel the zero-point energy cannot be drained, which leaves a heat of about $3n_ak\times180$ K and $T_{\rm end}\approx1200$ K. The linear heat capacity is itself only rough so far up, but the direction is plain: heat would have flowed from a lattice near 0 K into far hotter electrons, against the second law. The random force, with its strength tied to $T_e$, is what forbids this.

## Computed results

```
EXAMPLE: fcc Ni, rough lattice parameters
atomic mass                         58.69 u
lattice constant                    0.352 nm
nearest-neighbour spring            38 N/m
initial and electron temperature    300 K, 300 K
thermal energy kT                   0.02585 eV
atom density                        91.7 nm^-3
stopping cross-section at Bohr speed 33.04 eV nm2
Bohr speed                          2187.7 nm/ps
drag coefficient                    1.385 eV ps/nm2
mass in working units               0.6083 eV ps2/nm2
drag rate gamma                     2.277 ps^-1
cooling time 1/gamma                0.439 ps
lowest omega, 32-atom crystal       27.93 ps^-1
highest omega, 32-atom crystal      55.85 ps^-1
DRAG ALONE, exact covariance; simple exponential
T at  0.5 ps   95.53 K; 96.1 K
T at  1.0 ps   31.15 K; 30.78 K
T at  2.0 ps   3.204 K; 3.158 K
T at  4.0 ps   0.03313 K; 0.03325 K
T at 10.0 ps   3.98e-08 K; 3.879e-08 K
MOLECULAR DYNAMICS, 200 copies of 32 atoms, after 4 ps
drag alone, start 300 K             0.0332 K
drag + random forces, start 0 K     297.2 K
drag above 1 eV only, start 300 K   303.2 K
drag above 0.05 eV only, start 300 K 120.9 K
RANDOM FORCES
stationary T, kinetic               300.000 K
stationary T, potential             300.000 K
rms mode frequency                  40.12 ps^-1
Bose number at that frequency       0.563
noise/drag power, 1 keV recoil      3.88e-05
CUTOFF: energy share above it; initial cooling time
Ec  0.05 eV, T  300 K   5.69e-01; 7.72e-01 ps
Ec  1.00 eV, T  300 K   2.99e-15; 1.47e+14 ps
Ec  1.00 eV, T 3000 K   1.71e-01; 2.56e+00 ps
Ec 10.00 eV, T 3000 K   2.99e-15; 1.47e+14 ps
LONG WAVES AND BORDER HEATING
slowest, fastest sound              2.46, 5.68 nm/ps
overdamped above wavelength         13.6 nm (slowest)
overdamped fraction of modes        7.3e-06
infinite crystal, tail T at 20 ps   4.6e-07 K
energy decay length, fastest sound  2.49 nm
NEGLECTED EFFECTS
quantum/classical energy at 300 K   1.083
zero-point energy per mode / k      145 K
rms displacement / bond length      0.047
rough electron-phonon coupling      5e+17 W/(m3 K)
drag rate from that coupling        0.13 ps^-1
its cooling time                    7.6 ps
T at 20 ps with that weaker drag    22 K
rough electronic heat cap. / T      1000 J/(m3 K2)
electron T if they kept all heat    1539 K
```
